# Electron temperature that maximizes attachment through a narrow resonance: verification in Python

```python
"""
Result under test: electrons with a Maxwell distribution at temperature T attach
through one narrow resonance at energy E0. With the molecular state distribution
fixed, the rate coefficient k(T) = <sigma v> peaks at kB*T = 2*E0/3.

Symbols: S  = energy integral of the cross section (cm^2 eV)
         sd = standard deviation of a Gaussian resonance band (eV)
         KB = Boltzmann constant in eV/K; temperatures in K, energies in eV
         quantum = vibrational quantum of the molecule (eV)
All example parameters are rough, round model values for the off phase of a
pulsed low-pressure etch plasma.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

KB = const.k / const.e
E0 = 0.30
S = 1.0e-17
sd = 0.01
gas_temperature = 300.0
pressure_mtorr = 1.0
mass_u = 100.0
quantum = 0.08
NODES, WEIGHTS = np.polynomial.legendre.leggauss(160)


def speed(energy):
    """Electron speed in m/s for an energy in eV."""
    return np.sqrt(2 * energy * const.e / const.m_e)


def rate_quadrature(T, width, centre=E0):
    """<sigma v> in cm^3/s, integrated over the Maxwell velocity distribution."""
    low, high = speed(centre - 8 * width), speed(centre + 8 * width)
    v = 0.5 * (high + low) + 0.5 * (high - low) * NODES
    energy = 0.5 * const.m_e * v**2 / const.e
    sigma = S * np.exp(-0.5 * ((energy - centre) / width)**2)
    sigma = sigma / (width * np.sqrt(2 * np.pi))
    density = (const.m_e / (2 * np.pi * const.k * T))**1.5
    density = density * np.exp(-const.m_e * v**2 / (2 * const.k * T))
    integrand = sigma * 100 * v * density * 4 * np.pi * v**2
    return 0.5 * (high - low) * np.sum(WEIGHTS * integrand)


def energy_density(T, energy=E0):
    """Maxwell energy density in 1/eV."""
    t = KB * T
    return 2 / np.sqrt(np.pi) * t**-1.5 * np.sqrt(energy) * np.exp(-energy / t)


def rate_narrow(T, energy=E0):
    """Derived narrow-resonance rate coefficient in cm^3/s."""
    return S * 100 * speed(energy) * energy_density(T, energy)


def maximum(function, low, high, tolerance=1e-3):
    found = minimize_scalar(lambda x: -np.log(function(x)), bounds=(low, high),
                            method="bounded", options={"xatol": tolerance})
    return found.x


# Narrow-resonance formula against the velocity-space definition
table = [300.0, 1000.0, 2300.0, 5000.0, 20000.0]
for T in table:
    assert abs(rate_quadrature(T, 0.0005) / rate_narrow(T) - 1) < 1e-3

# Position of the maximum, also for other resonance energies
for centre in (0.15, E0, 0.60):
    predicted = 2 * centre / (3 * KB)
    located = maximum(lambda T: rate_quadrature(T, 0.001, centre),
                      0.3 * predicted, 3 * predicted)
    assert abs(located / predicted - 1) < 1e-4
T_peak = 2 * E0 / (3 * KB)
T_numeric = maximum(lambda T: rate_quadrature(T, 0.001), 500, 8000)

# One maximum only over four decades of temperature, and its curvature
scan = np.array([rate_quadrature(T, 0.001) for T in np.geomspace(100, 1e6, 400)])
signs = np.sign(np.diff(scan))
assert signs[0] > 0 and signs[-1] < 0 and np.count_nonzero(np.diff(signs)) == 1
h = 0.01
logs = [np.log(rate_quadrature(T_peak * np.exp(x), 0.001)) for x in (-h, 0, h)]
curvature = (logs[0] - 2 * logs[1] + logs[2]) / h**2
assert abs(curvature + 1.5) < 1e-3

# Mean energy of the Maxwell distribution at the peak equals the resonance energy
mean_energy = quad(lambda e: e * energy_density(T_peak, e), 0, 10)[0]
assert abs(mean_energy / E0 - 1) < 1e-6

# Shift of the maximum by a finite Gaussian width
for width in (0.01, 0.03):
    shift = maximum(lambda T: rate_quadrature(T, width), 1000, 5000) - T_peak
    predicted = -T_peak * width**2 / (2 * E0**2)
    assert abs(shift / predicted - 1) < 0.05
width_shift = maximum(lambda T: rate_quadrature(T, sd), 1000, 5000) - T_peak


# Molecules heated with the electrons; only the ground vibrational level attaches
def ground_population(T):
    return 1 / np.sum(np.exp(-quantum * np.arange(1000) / (KB * T)))


def heated_condition(T):
    y = quantum / (KB * T)
    return E0 / (KB * T) - 1.5 - y / np.expm1(y)


T_heated = maximum(lambda T: ground_population(T) * rate_quadrature(T, 0.001),
                   500, 5000)
assert abs(T_heated / brentq(heated_condition, 500, 5000) - 1) < 1e-4

# Hot band at E0 - quantum with the populations fixed at the gas temperature
population_ratio = np.exp(-quantum / (KB * gas_temperature))
E_hot = E0 - quantum
hot_peaks = {}
for strength_ratio in (1, 10):
    factor = strength_ratio * population_ratio
    T_hot = maximum(lambda T: rate_quadrature(T, 0.001)
                    + factor * rate_quadrature(T, 0.001, E_hot), 500, 5000)
    cold_part, hot_part = rate_narrow(T_hot), factor * rate_narrow(T_hot, E_hot)
    weighted = (E0 * cold_part + E_hot * hot_part) / (cold_part + hot_part)
    assert abs(weighted / (1.5 * KB * T_hot) - 1) < 1e-4
    hot_peaks[strength_ratio] = T_hot


# Druyvesteyn energy distribution, normalized and averaged by quadrature
def druyvesteyn_moment(a, power):
    return quad(lambda e: e**power * np.exp(-(e / a)**2), 0, 8 * a,
                epsabs=0, epsrel=1e-11)[0]


a_peak = maximum(lambda a: np.sqrt(E0) * np.exp(-(E0 / a)**2)
                 / druyvesteyn_moment(a, 0.5), 0.1, 1.0, 1e-7)
druyvesteyn_mean = druyvesteyn_moment(a_peak, 1.5) / druyvesteyn_moment(a_peak, 0.5)
assert abs(a_peak / (2 * E0 / np.sqrt(3)) - 1) < 1e-5
assert abs(druyvesteyn_mean / (a_peak * gamma(1.25) / gamma(0.75)) - 1) < 1e-6
T_druyvesteyn = 2 * druyvesteyn_mean / (3 * KB)

# Example values
k_peak = rate_narrow(T_peak)
number_density = (pressure_mtorr * 1e-3 * const.torr
                  / (const.k * gas_temperature) * 1e-6)
attachment_time = 1e6 / (number_density * k_peak)
T_low = brentq(lambda T: rate_narrow(T) / k_peak - 0.9, 500, T_peak)
T_high = brentq(lambda T: rate_narrow(T) / k_peak - 0.9, T_peak, 20000)
speed_ratio = np.sqrt(gas_temperature * const.m_e
                      / (T_peak * mass_u * const.atomic_mass))

print(f"resonance energy E0: {E0:.2f} eV")
print(f"integrated cross section S: {S:.1e} cm^2 eV")
print(f"band standard deviation s: {sd:.3f} eV")
print(f"gas temperature: {gas_temperature:.0f} K")
print(f"attaching gas pressure: {pressure_mtorr:.1f} mTorr")
print(f"molecular mass: {mass_u:.0f} u")
print(f"vibrational quantum: {quantum:.2f} eV")
print(f"Boltzmann constant: {KB:.6e} eV/K")
print(f"kB*T at peak: {KB * T_peak:.4f} eV")
print(f"peak temperature, formula: {T_peak:.1f} K")
print(f"peak temperature, quadrature with s = 0.001 eV: {T_numeric:.1f} K")
print(f"curvature of ln k in ln T at peak: {curvature:.4f}")
print(f"mean electron energy at peak: {mean_energy:.4f} eV")
print(f"electron speed at E0: {100 * speed(E0):.4e} cm/s")
print(f"Maxwell energy density at E0, at peak: {energy_density(T_peak):.4f} 1/eV")
print(f"peak rate coefficient: {k_peak:.3e} cm^3/s")
print(f"attaching gas number density: {number_density:.3e} cm^-3")
print(f"attachment time at peak: {attachment_time:.1f} microseconds")
for T in table:
    print(f"k at {T:.0f} K: {rate_narrow(T):.3e} cm^3/s,"
          f" ratio to peak {rate_narrow(T) / k_peak:.3e}")
print(f"k above 90 percent of peak: from {T_low:.0f} K to {T_high:.0f} K")
for label, multiple in (("kB*T = E0", 1), ("kB*T/2 = E0", 2)):
    T = multiple * E0 / KB
    print(f"wrong criterion {label}: {T:.0f} K,"
          f" k ratio to peak {rate_narrow(T) / k_peak:.3f}")
print(f"peak shift from band width s: {width_shift:.2f} K")
for T in (gas_temperature, T_peak):
    change = 100 * (rate_quadrature(T, sd) / rate_narrow(T) - 1)
    print(f"change of k from band width at {T:.0f} K: {change:.3f} percent")
print(f"hot-level to ground-level population at 300 K: {population_ratio:.4f}")
print(f"hot-band resonance energy: {E_hot:.2f} eV")
for strength_ratio, T_hot in hot_peaks.items():
    print(f"peak with hot band of strength ratio {strength_ratio}: {T_hot:.0f} K,"
          f" shift {100 * (T_hot / T_peak - 1):.1f} percent")
print(f"Druyvesteyn parameter a at peak: {a_peak:.4f} eV")
print(f"Druyvesteyn mean energy at peak: {druyvesteyn_mean:.4f} eV")
print(f"Druyvesteyn equivalent peak temperature: {T_druyvesteyn:.0f} K,"
      f" shift {100 * (T_druyvesteyn / T_peak - 1):.1f} percent")
print(f"thermal speed ratio, molecule to electron, at peak: {speed_ratio:.2e}")
print(f"peak if molecules are heated with the electrons: {T_heated:.0f} K,"
      f" shift {100 * (T_heated / T_peak - 1):.1f} percent")
print("checks complete")
```

Running it gives:

```
resonance energy E0: 0.30 eV
integrated cross section S: 1.0e-17 cm^2 eV
band standard deviation s: 0.010 eV
gas temperature: 300 K
attaching gas pressure: 1.0 mTorr
molecular mass: 100 u
vibrational quantum: 0.08 eV
Boltzmann constant: 8.617333e-05 eV/K
kB*T at peak: 0.2000 eV
peak temperature, formula: 2320.9 K
peak temperature, quadrature with s = 0.001 eV: 2320.9 K
curvature of ln k in ln T at peak: -1.5000
mean electron energy at peak: 0.3000 eV
electron speed at E0: 3.2485e+07 cm/s
Maxwell energy density at E0, at peak: 1.5418 1/eV
peak rate coefficient: 5.009e-10 cm^3/s
attaching gas number density: 3.219e+13 cm^-3
attachment time at peak: 62.0 microseconds
k at 300 K: 4.407e-13 cm^3/s, ratio to peak 8.800e-04
k at 1000 K: 2.442e-10 cm^3/s, ratio to peak 4.875e-01
k at 2300 K: 5.008e-10 cm^3/s, ratio to peak 9.999e-01
k at 5000 K: 3.538e-10 cm^3/s, ratio to peak 7.065e-01
k at 20000 K: 7.456e-11 cm^3/s, ratio to peak 1.489e-01
k above 90 percent of peak: from 1631 K to 3462 K
wrong criterion kB*T = E0: 3481 K, k ratio to peak 0.897
wrong criterion kB*T/2 = E0: 6963 K, k ratio to peak 0.523
peak shift from band width s: -1.29 K
change of k from band width at 300 K: 6.379 percent
change of k from band width at 2321 K: -0.042 percent
hot-level to ground-level population at 300 K: 0.0453
hot-band resonance energy: 0.22 eV
peak with hot band of strength ratio 1: 2292 K, shift -1.3 percent
peak with hot band of strength ratio 10: 2110 K, shift -9.1 percent
Druyvesteyn parameter a at peak: 0.3464 eV
Druyvesteyn mean energy at peak: 0.2562 eV
Druyvesteyn equivalent peak temperature: 1982 K, shift -14.6 percent
thermal speed ratio, molecule to electron, at peak: 8.42e-04
peak if molecules are heated with the electrons: 1560 K, shift -32.8 percent
checks complete
```
